# Free-space Poisson solver with a truncated kernel and twofold-grid convolution: verification in Python

```python
"""Free-space Poisson solver with a spherically truncated Coulomb kernel.

Result under test: for a density inside a cube of side L, the kernel
1/r cut at R = sqrt(3) L, sampled in Fourier space with period 4L and
compressed to a twofold grid, gives the open-boundary potential with an
error that falls as exp(-(K sigma)^2/2) for a Gaussian charge.
Symbols (Hartree atomic units): N points per edge, h = L/N spacing,
K = pi/h largest resolved wave number, sigma Gaussian width, q charge,
R cutoff radius, pad = (auxiliary period)/L.
"""
import numpy as np
from scipy.fft import rfftn, irfftn, fftfreq
from scipy.special import erf, erfc
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 12.0
SIGMA = 0.7
Q = 1.0
R = np.sqrt(3.0) * L
CENTRE = (0.10, -0.07, 0.04)


def truncated_hat(k, radius):
    """Fourier transform of 1/r cut at the given radius."""
    return 2 * np.pi * radius**2 * np.sinc(k * radius / (2 * np.pi))**2


def fine_spectrum(n, radius, pad):
    """Truncated kernel on the half spectrum of the padded grid."""
    size = pad * n
    dk = 2 * np.pi / (pad * L)
    m = fftfreq(size, 1.0 / size) * dk
    mz = np.arange(size // 2 + 1) * dk
    k = np.sqrt(m[:, None, None]**2 + m[None, :, None]**2
                + mz[None, None, :]**2)
    return truncated_hat(k, radius)


def compress(n, radius=R, pad=4):
    """Real-space weights on 2n points per axis, from the padded grid."""
    size = pad * n
    fine = irfftn(fine_spectrum(n, radius, pad), s=(size,) * 3)
    keep = np.concatenate([np.arange(n + 1),
                           np.arange(size - n + 1, size)])
    return fine[np.ix_(keep, keep, keep)]


def solve(rho, kernel):
    """Open-boundary potential by one zero-padded twofold convolution."""
    n = rho.shape[0]
    s = (2 * n,) * 3
    return irfftn(rfftn(rho, s=s) * kernel, s=s)[:n, :n, :n]


def axis(n):
    return -L / 2 + (L / n) * np.arange(n)


def gaussian(n, centre, widths):
    x = axis(n)
    g = [np.exp(-(x - c)**2 / (2 * w * w)) / (np.sqrt(2 * np.pi) * w)
         for c, w in zip(centre, widths)]
    return Q * g[0][:, None, None] * g[1][None, :, None] * g[2]


def exact_potential(n, centre, width):
    x = axis(n)
    r = np.sqrt((x - centre[0])[:, None, None]**2
                + (x - centre[1])[None, :, None]**2
                + (x - centre[2])**2)
    r = np.maximum(r, 1e-12)
    return Q * erf(r / (np.sqrt(2) * width)) / r


def error_bound(n, width):
    kmax = np.pi * n / L
    return (6 * Q * R**2 / width**2 * np.exp(-(kmax * width)**2 / 2)
            * (1 / (4 * L) + 1 / (2 * np.pi * kmax * width**2)))


# Kernel transform against radial quadrature, including k = 0
for k in (0.13, 0.7, 2.1):
    ref = quad(lambda r: 4 * np.pi * np.sin(k * r) / k, 0, R,
               limit=200)[0]
    assert abs(ref - truncated_hat(k, R)) < 1e-8 * R**2
ref0 = quad(lambda r: 4 * np.pi * r, 0, R)[0]
assert abs(ref0 - truncated_hat(0.0, R)) < 1e-9 * ref0

# Closed Gaussian potential against shell-by-shell integration
norm = Q / ((2 * np.pi)**1.5 * SIGMA**3)
for r0 in (0.4, 1.3, 3.0):
    inner = quad(lambda s: 4 * np.pi * s * s * norm
                 * np.exp(-s * s / (2 * SIGMA**2)), 0, r0)[0]
    outer = quad(lambda s: 4 * np.pi * s * norm
                 * np.exp(-s * s / (2 * SIGMA**2)), r0, 12)[0]
    assert abs(inner / r0 + outer
               - Q * erf(r0 / (np.sqrt(2) * SIGMA)) / r0) < 1e-9

# Twofold solve equals the fourfold solve for an arbitrary density
n = 12
rough = np.random.default_rng(5).normal(size=(n, n, n))
spectrum2 = rfftn(compress(n))
imag_ratio = np.abs(spectrum2.imag).max() / np.abs(spectrum2.real).max()
assert imag_ratio < 1e-12
s4 = (4 * n,) * 3
direct = irfftn(rfftn(rough, s=s4) * fine_spectrum(n, R, 4),
                s=s4)[:n, :n, :n]
compress_diff = (np.abs(direct - solve(rough, spectrum2.real)).max()
                 / np.abs(direct).max())
assert compress_diff < 1e-12

# Convergence for the nearly centred Gaussian
sizes = [8, 16, 24, 32, 40, 48]
errors, energy_errors = [], []
kernels, saved_potential = {}, {}
energy_exact = Q**2 / (2 * np.sqrt(np.pi) * SIGMA)
for n in sizes:
    weights = compress(n)
    kernels[n] = rfftn(weights).real
    rho = gaussian(n, CENTRE, (SIGMA,) * 3)
    phi = solve(rho, kernels[n])
    saved_potential[n] = phi
    errors.append(np.abs(phi - exact_potential(n, CENTRE, SIGMA)).max())
    energy = 0.5 * (L / n)**3 * np.sum(rho * phi)
    energy_errors.append(abs(energy - energy_exact))
    # 1e-13 allows for double-precision round-off
    assert errors[-1] < error_bound(n, SIGMA) + 1e-13
assert errors[-1] < 1e-12 and energy_errors[-1] < 1e-12
orders = [np.log(errors[i] / errors[i + 1])
          / np.log(sizes[i + 1] / sizes[i]) for i in range(3)]
assert orders[0] < orders[1] < orders[2]

# Folding formula against the measured error at single grid points
n = 16
m = np.arange(-80, 81)
folded = (m + 2 * n) % (4 * n) - 2 * n
dk = 2 * np.pi / (4 * L)


def radial(a):
    return dk * np.sqrt(a[:, None, None]**2 + a[None, :, None]**2 + a**2)


change = truncated_hat(radial(folded), R) - truncated_hat(radial(m), R)
x16 = axis(n)
exact16 = exact_potential(n, CENTRE, SIGMA)
fold_rows = []
for point in ((8, 8, 8), (10, 7, 9), (2, 13, 5)):
    phase = [np.exp(-(dk * m * SIGMA)**2 / 2
                    + 1j * dk * m * (x16[j] - c))
             for j, c in zip(point, CENTRE)]
    predicted = Q * (((change @ phase[2]) @ phase[1]) @ phase[0]).real
    predicted /= (4 * L)**3
    measured = saved_potential[n][point] - exact16[point]
    assert abs(predicted - measured) < 1e-9
    fold_rows.append((measured, predicted))
del change

# Same stored kernel, anisotropic charge, independent 1D integral
n = 48
widths = (0.7, 0.8, 0.6)
phi = solve(gaussian(n, (0, 0, 0), widths), kernels[n])
x48 = axis(n)
aniso_error = 0.0
for point in ((24, 24, 24), (30, 16, 28), (0, 0, 0)):
    def integrand(t):
        value = 2 / np.sqrt(np.pi)
        for j, w in zip(point, widths):
            d = 1 + 2 * w * w * t * t
            value *= np.exp(-t * t * x48[j]**2 / d) / np.sqrt(d)
        return value
    ref = Q * (quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12)[0]
               + quad(integrand, 1, np.inf, epsabs=1e-13,
                      epsrel=1e-12)[0])
    aniso_error = max(aniso_error, abs(phi[point] - ref))
assert aniso_error < 1e-9

# Required cutoff and period, tested with an off-centre charge
n = 32
off = (2.0, 2.0, 2.0)
rho_off = gaussian(n, off, (SIGMA,) * 3)
exact_off = exact_potential(n, off, SIGMA)


def choice_error(radius, pad):
    kernel = rfftn(compress(n, radius, pad)).real
    return np.abs(solve(rho_off, kernel) - exact_off).max()


err_good = choice_error(R, 4)
err_three = choice_error(R, 3)
err_two = choice_error(R, 2)
err_short = choice_error(L, 4)
assert err_good < 1e-6 and err_three < 1e-6
assert err_two > 0.03 and err_short > 0.03

# Limits of the example: cut tail near the walls, unresolved charge
n = 48
phi = solve(gaussian(n, off, (SIGMA,) * 3), kernels[n])
wall_error = np.abs(phi - exact_potential(n, off, SIGMA)).max()
clearance = L / 2 - off[0]
inside = 1.0
for c in off:
    inside *= 1 - 0.5 * (erfc((L / 2 - c) / (np.sqrt(2) * SIGMA))
                         + erfc((L / 2 + c) / (np.sqrt(2) * SIGMA)))
lost_charge = Q * (1 - inside)
assert 100 * errors[-1] < wall_error < 1e-6
narrow = 0.3
phi = solve(gaussian(n, CENTRE, (narrow,) * 3), kernels[n])
narrow_error = np.abs(phi - exact_potential(n, CENTRE, narrow)).max()
assert 1e-8 < narrow_error < error_bound(n, narrow)

# Direct sampling of 1/r with a cell-averaged origin: second order
cell_average = 3 * dblquad(lambda a, b: 1 / np.sqrt(1 + a*a + b*b),
                           0, 1, 0, 1)[0]
plain_errors = []
for n in (24, 48):
    h = L / n
    j = fftfreq(2 * n, 1.0 / (2 * n))
    dist = h * np.sqrt(j[:, None, None]**2 + j[None, :, None]**2 + j**2)
    dist[0, 0, 0] = 1.0
    plain = h**3 / dist
    plain[0, 0, 0] = cell_average * h**2
    phi = solve(gaussian(n, CENTRE, (SIGMA,) * 3), rfftn(plain).real)
    plain_errors.append(
        np.abs(phi - exact_potential(n, CENTRE, SIGMA)).max())
plain_order = np.log2(plain_errors[0] / plain_errors[1])
assert 1.6 < plain_order < 2.4

# Stored weight at the origin against the band-limited 1/r integral
h = L / 48
origin = weights[0, 0, 0] / h**2
band_origin = 24 / (2 * np.pi) * dblquad(
    lambda a, b: 1 / (1 + a * a + b * b), 0, 1, 0, 1)[0]
assert abs(origin - band_origin) < 0.05

print(f"charge q = {Q:.1f} e, width sigma = {SIGMA:.2f} bohr")
print(f"cube side L = {L:.1f} bohr, cutoff R = {R:.4f} bohr")
print("charge centre = (%.2f, %.2f, %.2f) bohr" % CENTRE)
print(f"smallest safe period L+R = {L + R:.4f} bohr")
print(f"period used 4L = {4 * L:.1f} bohr")
print(f"kernel transform at k=0: {truncated_hat(0.0, R):.3f} bohr^2")
print("N, h (bohr), K*sigma, max potential error (Ha/e), bound (Ha/e),"
      " energy error (Ha)")
for n, e, u in zip(sizes, errors, energy_errors):
    print(f"{n:3d} {L/n:.4f} {np.pi*n/L*SIGMA:.3f} {e:.2e} "
          f"{error_bound(n, SIGMA):.2e} {u:.2e}")
for i in range(3):
    print(f"local order N={sizes[i]} to {sizes[i+1]}: {orders[i]:.1f}")
print(f"self-energy, N=48: {energy:.12f} Ha")
print(f"self-energy, closed form: {energy_exact:.12f} Ha")
print(f"self-energy, closed form: {energy_exact * HARTREE_EV:.6f} eV")
print(f"peak potential: {Q*np.sqrt(2/np.pi)/SIGMA:.6f} Ha/e")
print("error at three grid points, N=16: measured, folding formula (Ha/e)")
for a, b in fold_rows:
    print(f"  {a:.8e}  {b:.8e}")
print(f"twofold vs fourfold, relative difference: {compress_diff:.1e}")
print(f"imaginary/real part of stored kernel: {imag_ratio:.1e}")
print(f"anisotropic charge, error at 3 points: {aniso_error:.1e} Ha/e")
print("off-centre charge at (2,2,2) bohr, N=32, max error (Ha/e):")
print(f"  R=sqrt(3)L, period 4L: {err_good:.2e}")
print(f"  R=sqrt(3)L, period 3L: {err_three:.2e}")
print(f"  R=sqrt(3)L, period 2L: {err_two:.4f}")
print(f"  R=L, period 4L: {err_short:.4f}")
print(f"wall clearance {clearance:.1f} bohr = {clearance/SIGMA:.2f} sigma")
print(f"  charge outside cube: {lost_charge:.2e} e")
print(f"  max error, N=48: {wall_error:.2e} Ha/e")
print(f"narrow charge sigma = {narrow:.1f} bohr, N=48:")
print(f"  K*sigma = {np.pi*48/L*narrow:.3f}, error {narrow_error:.2e} Ha/e")
print(f"direct 1/r sampling, N=24: {plain_errors[0]:.3e} Ha/e")
print(f"direct 1/r sampling, N=48: {plain_errors[1]:.3e} Ha/e")
print(f"direct 1/r sampling, order: {plain_order:.2f}")
print(f"cell average of h/r at origin: {cell_average:.5f}")
print(f"stored W/h^2 at origin, N=48: {origin:.5f}")
print(f"band-limited integral for it: {band_origin:.5f}")
print(f"stored W/h^2 at one spacing: {weights[1,0,0]/h**2:.5f} (1/r: 1)")
full_mb = (4 * 48)**2 * (2 * 48 + 1) * 8 / 1e6
print(f"real half spectrum, fourfold grid, N=48: {full_mb:.2f} MB")
print(f"real half spectrum, twofold grid, N=48: "
      f"{kernels[48].size * 8 / 1e6:.2f} MB")
print("all good")
```

Running it gives:

```
charge q = 1.0 e, width sigma = 0.70 bohr
cube side L = 12.0 bohr, cutoff R = 20.7846 bohr
charge centre = (0.10, -0.07, 0.04) bohr
smallest safe period L+R = 32.7846 bohr
period used 4L = 48.0 bohr
kernel transform at k=0: 2714.336 bohr^2
N, h (bohr), K*sigma, max potential error (Ha/e), bound (Ha/e), energy error (Ha)
  8 1.5000 1.466 1.74e-01 3.18e+02 1.57e-01
 16 0.7500 2.932 3.65e-04 7.07e+00 3.15e-05
 24 0.5000 4.398 2.66e-07 2.42e-02 1.95e-10
 32 0.3750 5.864 3.80e-11 1.07e-05 1.11e-16
 40 0.3000 7.330 1.78e-15 5.89e-10 2.78e-16
 48 0.2500 8.796 4.44e-16 3.89e-15 5.55e-17
local order N=8 to 16: 8.9
local order N=16 to 24: 17.8
local order N=24 to 32: 30.8
self-energy, N=48: 0.402992559677 Ha
self-energy, closed form: 0.402992559677 Ha
self-energy, closed form: 10.965986 eV
peak potential: 1.139835 Ha/e
error at three grid points, N=16: measured, folding formula (Ha/e)
  3.65404509e-04  3.65404509e-04
  -1.37037352e-06  -1.37037351e-06
  6.64145731e-07  6.64145732e-07
twofold vs fourfold, relative difference: 4.6e-16
imaginary/real part of stored kernel: 3.0e-17
anisotropic charge, error at 3 points: 1.5e-14 Ha/e
off-centre charge at (2,2,2) bohr, N=32, max error (Ha/e):
  R=sqrt(3)L, period 4L: 2.85e-08
  R=sqrt(3)L, period 3L: 2.85e-08
  R=sqrt(3)L, period 2L: 0.1462
  R=L, period 4L: 0.0729
wall clearance 4.0 bohr = 5.71 sigma
  charge outside cube: 1.65e-08 e
  max error, N=48: 2.25e-08 Ha/e
narrow charge sigma = 0.3 bohr, N=48:
  K*sigma = 3.770, error 1.10e-05 Ha/e
direct 1/r sampling, N=24: 1.768e-02 Ha/e
direct 1/r sampling, N=48: 5.009e-03 Ha/e
direct 1/r sampling, order: 1.82
cell average of h/r at origin: 2.38008
stored W/h^2 at origin, N=48: 2.44274
band-limited integral for it: 2.44275
stored W/h^2 at one spacing: 1.05171 (1/r: 1)
real half spectrum, fourfold grid, N=48: 28.61 MB
real half spectrum, twofold grid, N=48: 3.61 MB
all good
```
